\section*{Height limit of a cylindrical solder bridge at fixed volume}

\section{Accepting or rejecting a computed joint shape}

A calculation of molten solder joints may return a cylinder between two pads at the requested chip height. Someone must then decide whether to accept it. Between held pads, the free surface of the cylinder is in equilibrium at every height, so a small residual does not settle the matter. What settles it is the sign of the second variation of the surface energy, taken over the deformations that the joint can really make. For equal pads of radius $R$ and a sealed amount of liquid, without gravity or imperfections, the cylinder is stable if its height $L$ is below the pad circumference $2\pi R$. If the calculation fixes the pressure instead of the volume, it finds half that height.

\subsection{Model and exact statement}

The pads are parallel, coaxial, equal and held at a fixed distance $L$. The contact lines are pinned at the pad edges, the surface tension $\gamma$ is uniform, and gravity is neglected. The wetted pad areas cannot change, so the variable part of the energy is $\gamma A$, where $A$ is the area of the free surface. SI units are used.

The statement to be shown is this: among small deformations (small displacement and small slope) that keep the volume $\pi R^2L$, the cylinder is a strict local minimum of $A$ if and only if
\begin{equation}
L<2\pi R. \label{limit}
\end{equation}
Fixed volume refers to the deformations at a given $L$. Cylinders of different heights contain different volumes, and a given amount of solder that is stretched does not remain a cylinder.

Pinning needs suitable surfaces. The cylinder meets the pad plane at $90^\circ$, measured through the liquid. The line stays at the edge if liquid would recede on the pad metal only below some angle smaller than $90^\circ$, and would advance on the surrounding mask only above some angle larger than $90^\circ$. Small deformations then leave it in place.

\section{The second variation}

Let the surface be $r(\theta,z)$ with $-L/2\le z\le L/2$, and use the squared radius $a=r^2=R^2+s$. The volume is
\begin{equation}
V=\tfrac12\iint a\,d\theta\,dz ,\qquad\text{so fixed volume means}\qquad \iint s\,d\theta\,dz=0. \label{vol}
\end{equation}
This constraint is linear in $s$ without approximation, which is the reason for choosing $a$. Pinning means $s=0$ at $z=\pm L/2$.

The area element of the surface $(r\cos\theta,r\sin\theta,z)$ is $\sqrt{r^2+r_\theta^2+r^2r_z^2}\,d\theta\,dz$. Since $a_\theta=2rr_\theta$ and $a_z=2rr_z$,
\begin{equation}
A=\iint\sqrt{a+\frac{a_\theta^2}{4a}+\frac{a_z^2}{4}}\;d\theta\,dz. \label{area}
\end{equation}
Write the radicand as $R^2+X$ with $X=s+s_\theta^2/(4a)+s_z^2/4$, and use $\sqrt{R^2+X}=R+X/(2R)-X^2/(8R^3)+\dots$. To second order the integrand is
\begin{equation}
R+\frac{s}{2R}+\frac{s_\theta^2}{8R^3}+\frac{s_z^2}{8R}-\frac{s^2}{8R^3}. \label{expand}
\end{equation}
The linear term integrates to zero by (\ref{vol}), so the cylinder is an equilibrium, and
\begin{equation}
\Delta A=\frac1{8R}\iint\left[s_z^2+\frac{s_\theta^2-s^2}{R^2}\right]d\theta\,dz+\text{higher orders}. \label{quad}
\end{equation}
The term $s_z^2$ is the cost of making the profile wavy. The term $-s^2$ arises because $r=\sqrt a$ is a concave function of $a$: in an axisymmetric deformation, moving liquid from one slice of the cylinder to another lowers the sum of their circumferences.

\subsection{Deformations that are not axisymmetric}

Expand $s$ in $\cos m\theta$ and $\sin m\theta$. Different $m$ do not mix in (\ref{quad}). For $m\ge1$ the integral of $s_\theta^2-s^2$ is $m^2-1\ge0$ times that of $s^2$, and the first term is positive because $s$ vanishes at the pins. These modes are therefore stable at every height. Their stiffness follows from an inequality proved below,
\begin{equation}
\int s_z^2\,dz\ \ge\ \left(\frac{\pi}{L}\right)^2\int s^2\,dz\qquad (s=0\text{ at both ends}). \label{half}
\end{equation}

\subsection{Axisymmetric deformations}

For $m=0$, (\ref{vol}) requires $\int s\,dz=0$. The two end values are equal, so $s$ can be continued periodically with period $L$ and written as $s=\sum_{n\ne0}c_ne^{2\pi inz/L}$. The term $n=0$ is missing because the mean is zero. Hence
\begin{equation}
\int s_z^2dz=L\sum_{n\neq0}\left(\frac{2\pi n}{L}\right)^2|c_n|^2\ \ge\ \left(\frac{2\pi}{L}\right)^2\int s^2dz. \label{wirt}
\end{equation}
Equality needs a combination of $\cos(2\pi z/L)$ and $\sin(2\pi z/L)$. The cosine equals $-1$ at the pins and is excluded; the sine vanishes there and is allowed. Inequality (\ref{half}) follows in the same way: continue $s$ as an odd function about one end, which gives a function of period $2L$ and zero mean, and apply (\ref{wirt}) with $2L$ in place of $L$.

From (\ref{wirt}), the $m=0$ part of the integral in (\ref{quad}) is at least $[1-(L/2\pi R)^2]\iint s_z^2$, which is positive for $L<2\pi R$.

The higher orders cannot undo this. The integrand of (\ref{area}) is smooth near the cylinder, so its remainder is bounded by a small factor, set by the largest displacement and slope, times $s^2+s_\theta^2+s_z^2$ (taking $R=1$). The quadratic form controls the integral of the same sum: $s_z^2$ bounds $s^2$ by (\ref{half}); for $m=1$ the integrals of $s_\theta^2$ and $s^2$ are equal; for $m\ge2$, $s_\theta^2-s^2$ integrates to at least $\tfrac34$ of $s_\theta^2$. The cylinder is thus a strict local minimum for $L<2\pi R$.

\subsection{Instability above and at the limit}

Take the trial shape
\begin{equation}
a=R^2\left[1+e\sin(2\pi z/L)\right], \label{trial}
\end{equation}
which keeps the volume for any $|e|<1$. It moves liquid from one half of the joint to the other. With $\int s^2dz=R^4e^2L/2$ and $\int s_z^2dz=(2\pi/L)^2R^4e^2L/2$, (\ref{quad}) gives
\begin{equation}
\Delta A=\frac{\pi LRe^2}{8}\left[\left(\frac{2\pi R}{L}\right)^2-1\right]+O(e^4). \label{dA}
\end{equation}
This is negative for $L>2\pi R$ and small $e$: the energy falls and the cylinder is unstable.

At $L=2\pi R$ the next order decides. Set $R=1$, $S=\sin z$, $C=\cos z$. The integrand is $\sqrt{1+u}$ with $u=eS+e^2C^2/4$, and
\[
\sqrt{1+u}=1+\tfrac12u-\tfrac18u^2+\tfrac1{16}u^3-\tfrac5{128}u^4+\dots
\]
The $e^2$ terms, $(C^2-S^2)/8$, average to zero. The $e$ and $e^3$ terms are odd in $z$ and also vanish. With the averages $\langle C^4\rangle=\langle S^4\rangle=\tfrac38$ and $\langle S^2C^2\rangle=\tfrac18$, the $e^4$ terms give
\begin{equation}
-\frac{\langle C^4\rangle}{128}+\frac{3\langle S^2C^2\rangle}{64}-\frac{5\langle S^4\rangle}{128}
=\frac{-3+6-15}{1024}=-\frac3{256}. \label{quartic}
\end{equation}
Multiplying by $2\pi RL$ gives $\Delta A=-\tfrac{3}{128}\pi LRe^4<0$. The cylinder of height $2\pi R$ is already unstable, which completes the proof of (\ref{limit}).

\subsection{The same cylinder at fixed pressure}

If the joint is connected to a large reservoir at pressure $p$ above ambient, the quantity to minimise is $\gamma A-pV$ and (\ref{vol}) no longer restricts $s$. The linear terms $\gamma s/(2R)-ps/2$ cancel for $p=\gamma/R$. Because $V$ is linear in $s$, the quadratic form is still (\ref{quad}). Now the single bulge $\cos(\pi z/L)$ is allowed, (\ref{half}) replaces (\ref{wirt}), and the limit falls to $L=\pi R$.

A numerical second derivative of the full area (\ref{area}), in ten polynomial shapes that vanish at the pins, changes sign at $L/R=6.28318$ with the volume constraint and at $3.14159$ without it. For $m=1$ at $L=7.5R$, beyond the limit, its lowest eigenvalue is $0.04387/R^3$. It is positive and agrees with $(\pi/7.5)^2/(4R^3)$.

\section{Imperfect joints near the limit}

A small difference between the upper and lower halves of the joint generally tilts the energy towards one sign of $e$ and ends the stable branch early. Let
\[
x=1-\frac{L}{2\pi R},\qquad \mathrm{Bo}=\frac{\rho gR^2}{\gamma},
\]
with $\rho$ the liquid density, $g$ the gravitational acceleration and $z$ pointing up. For small $x$ the bracket in (\ref{dA}) is $2x$. Gravity adds $\rho g\,\tfrac12\iint za\,d\theta\,dz=\pi\rho gR^2e\int z\sin(2\pi z/L)\,dz$, and the last integral is $L^2/(2\pi)$. Dividing the energy by $2\pi\gamma RL$ and setting $L\simeq2\pi R$ in the gravity term gives
\begin{equation}
f(e)=\frac{x e^2}{8}-\frac{3e^4}{256}+\frac{\mathrm{Bo}}{2}e. \label{f}
\end{equation}

Other axisymmetric shapes $b(z)$ of order $e^2$ could change the $e^4$ term through a coupling $e^2b$. With $R=1$, the cubic part of the integrand is $(s^3-s\,s_z^2)/16$. Inserting $s=eS+b$ and keeping terms linear in $b$ gives
\begin{equation}
\frac{e^2}{16}\left\langle3S^2b-C^2b-2SCb_z\right\rangle
=\frac{e^2}{16}\left\langle(S^2+C^2)\,b\right\rangle=\frac{e^2}{16}\langle b\rangle, \label{cubic}
\end{equation}
where $-2SCb_z$ became $2(C^2-S^2)b$ by partial integration. At fixed cylinder volume $\langle b\rangle=0$, so (\ref{f}) stands at leading order.

\paragraph{Gravity.} Equilibrium requires $xe/4-3e^3/64+\mathrm{Bo}/2=0$. Liquid sags downwards, so put $e=-E$ with $E>0$:
\begin{equation}
x=\frac{3E^2}{16}+\frac{2\,\mathrm{Bo}}{E}. \label{branch}
\end{equation}
For large enough $x$ there are two solutions; the one with smaller $E$ is stable. They merge where the right side is smallest, at $3E/8=2\mathrm{Bo}/E^2$, that is $E^3=16\,\mathrm{Bo}/3$. There
\begin{equation}
x=\frac{9}{16}\left(\frac{16\,\mathrm{Bo}}{3}\right)^{2/3}. \label{twothirds}
\end{equation}
No stable bridge of this family exists at smaller $x$, that is, at larger height. Because of the power $2/3$, a very small asymmetry of this kind has a noticeable effect.

\paragraph{Unequal pads.} Let the lower radius be $R(1+h)$ and the upper $R(1-h)$. With $R=1$, $b$ then has end values $\mp2h$ at $z=\pm\pi$. The cross term of the quadratic energy is $\tfrac e4\langle Cb_z-Sb\rangle$. Partial integration leaves the boundary part $\tfrac{e}{8\pi}[Cb]_{-\pi}^{\pi}=eh/(2\pi)$. Comparison with (\ref{f}) shows that the mismatch acts as an added Bond number $h/\pi$.

\paragraph{Wrong volume.} If the volume is $(1+w)\pi R^2L$, then $\langle b\rangle=w$, and (\ref{cubic}) changes the $e^2$ coefficient to $x/8+w/16$. It vanishes at $x=-w/2$: missing liquid lowers the limit by half its relative amount, counted against the cylinder of the actual height. If instead a given amount of liquid falls short of the ideal limiting volume $2\pi^2R^3$ by a small fraction $d$, then $w\simeq x-d$ at height $L$, and $x=-w/2$ gives a reduction of only $d/3$.

\paragraph{Temperature difference.} If the upper pad is hotter, $\gamma'=d\gamma/dz<0$ for a liquid whose tension falls on heating. In slow flow without net transport, the surface drag $2\pi R\gamma'$ on a slice balances $\pi R^2p'$, so $p'=2\gamma'/R$. The surface curvature $\kappa=p/\gamma$ then has the gradient $2\gamma'/(R\gamma)-\gamma'/(R\gamma)=\gamma'/(R\gamma)$. Gravity gives $-\rho g/\gamma$. The estimate is therefore an added Bond number $R|\gamma'|/\gamma$. It treats every slice alike, and so leaves out the turning of the flow at the pads, as well as inertia and any effect of the flow on stability itself.

\section{A tall flip-chip joint}

Take $R=50\ \mu$m and rough values for a molten tin-rich solder, $\gamma=0.5$ N/m and $\rho=7000$ kg/m$^3$. The limit is
\[
L=2\pi\times50\ \mu\text{m}=314\ \mu\text{m}=0.314\ \text{mm},
\]
where the cylinder holds 2.47 nL. With a pressure reservoir it would be $157\ \mu$m. The limit in the ideal model contains neither $\gamma$ nor viscosity. Surface tension does set the pressure and the pull on the pads, and together with viscosity it affects how fast an unstable joint moves. If inertia rather than viscosity resists the motion, the natural unit of time is $\sqrt{\rho R^3/\gamma}=42\ \mu$s. The growth itself takes several times longer, and it becomes slower still as the height approaches the limit.

For $e=0.1$, (\ref{dA}) gives at $280\ \mu$m
\[
\gamma\Delta A=\frac{\pi(0.5)(280\times10^{-6})(50\times10^{-6})(0.01)}{8}\,(1.259-1)\ \text{J}=7.12\ \text{pJ},
\]
and at $340\ \mu$m, where the bracket is $-0.146$, $-4.88$ pJ. Integrating the full area gives $7.06$ and $-4.94$ pJ. Both lie lower by about $0.05$ to $0.06$ pJ, the size of the quartic term $-\tfrac3{128}\pi\gamma LRe^4$.

The chip must be held. Across a horizontal cut, surface tension pulls with $2\pi R\gamma$ and the pressure pushes with $\pi R^2\gamma/R$, leaving an attraction
\begin{equation}
F=\pi R\gamma=78.5\ \mu\text{N per joint}. \label{force}
\end{equation}
A silicon-like chip of $10\times10\times0.5$ mm$^3$ and density 2330 kg/m$^3$ on 1000 joints weighs $1.14\ \mu$N per joint, about 70 times less. A chip free to move would be drawn down, so (\ref{limit}) concerns a chip held by a fixture.

The neglected effects lower the limit as follows, each acting alone on the ideal joint:
\begin{itemize}
\item Gravity, $\mathrm{Bo}=3.43\times10^{-4}$: the nonlinear equilibrium equations give a reduction of $0.83\%$, and (\ref{twothirds}) gives $0.84\%$.
\item Pad radii of $50.5$ and $49.5\ \mu$m, the larger below: $3.7\%$, to $303\ \mu$m.
\item Volume $5\%$ below $\pi R^2L$: $2.6\%$, to $306\ \mu$m. The linear rule gives $2.5\%$.
\end{itemize}
An upper pad hotter by 1 K, with a rough $|d\gamma/dT|=0.1$ mN/(m\,K), adds an effective Bond number of $3.2\times10^{-5}$, a tenth of that of gravity. On this estimate, it lowers the limit found with gravity by less than a further $0.2\ \mu$m.

With all four together the limit is $294\ \mu$m, a reduction of $6.5\%$. The single reductions do not simply add, because the three asymmetries add inside the $2/3$ power. Their total is $(0.343+0.032+3.183)\times10^{-3}=3.56\times10^{-3}$, for which (\ref{twothirds}) gives $4.0\%$; the missing volume adds $2.5\%$.

A cylinder no taller than its pads are wide has $L\le2R$, less than a third of the ideal limit. The limit matters for much taller joints, such as a fully molten column of $300\ \mu$m on pads $100\ \mu$m wide; it does not apply to pillars or columns that stay solid during soldering. With the imperfection sizes assumed here, unequal pads move the number most; other sizes can change this order. Oxide skin, sideways misalignment, vibration and loss of pinning are not sized. Reversing a sideways shift amounts to a rotation of the joint, so the limit is an even function of the shift. For a held chip with pinned joints and imperfections no larger than those above, a height below about $290\ \mu$m on these $50\ \mu$m pads, with the assumed $\gamma$ and $\rho$, satisfies this model; the unsized effects require a further margin. In a very low joint the same relative volume error turns the contact angle far from $90^\circ$, so pinning must be checked there separately. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
Numerical limit, fixed volume: L/R = 6.28318 (2 pi = 6.28319)
Numerical limit, fixed pressure: L/R = 3.14159 (pi = 3.14159)
Lowest m=1 eigenvalue at L/R=7.5: 0.04387 (units 1/R^3)
Marginal quartic coefficient: -0.011768 (-3/256 = -0.011719)
Branch coefficient x/e^2: 0.18818 (3/16 = 0.18750)
Relative limit shift per relative volume excess: 0.5001
Pull between pads: 3.14158 gamma R
Pad radius R = 50.0 um
Surface tension gamma = 0.50 N/m (rough)
Liquid density rho = 7000 kg/m^3 (rough)
Limiting height 2 pi R = 314.16 um = 0.3142 mm
Solder volume at the limit = 2.467 nL
Capillary pressure gamma/R = 10.00 kPa
Holding force pi R gamma = 78.54 uN per joint
Chip: side 10.0 mm, thickness 0.50 mm, density 2330 kg/m^3, 1000 joints
Chip weight per joint = 1.142 uN
Capillary time sqrt(rho R^3/gamma) = 41.8 us
Modulation amplitude e = 0.10 (of squared radius)
Height 280 um: energy change 7.064 pJ (quadratic law 7.116 pJ)
Height 340 um: energy change -4.944 pJ (quadratic law -4.881 pJ)
Bond number Bo = 3.432e-04
Gravity: limit 311.55 um, reduction 0.829 % (law 0.842 %)
Gravity: amplitude e at end of stable branch = -0.1212
Mismatch h = pi Bo: reduction 0.841 %
Pad radii 50.5 and 49.5 um: limit 302.51 um, reduction 3.71 %
Mismatch law for these pads: 3.72 %
Volume 5.0 % low: limit 306.02 um, reduction 2.59 %
Upper pad hotter by 1.0 K, |dgamma/dT| = 0.10 mN/(m K) (rough)
Thermal effective Bond number = 3.183e-05
Gravity plus thermal: limit 311.40 um
All four together: limit 293.76 um, reduction 6.49 %
All four together: amplitude e at end of stable branch = -0.2542
\end{verbatim}
